# Undulation threshold of a dilated ferroelectric stripe stack between clamped walls

**Q.** Ferroelectric stripes are not a liquid crystal. Why should a smectic energy describe them?

**A.** Take a film with domains polarized up and down, in straight stripes along \(y\), with wall normals along \(x\). At the preferred period \(a_0\) (one up and one down domain), a small uniform change of period costs energy to second order. If the wall energy does not depend on wall direction, rotating the whole pattern in the film plane costs nothing. A layered pattern with these two properties has the elasticity of a two-dimensional smectic at long wavelengths.

Let \(u(x,y)\) be the wall displacement, so that walls lie where \(\psi=x-u\) is a multiple of \(a_0/2\). The local period is \(a=a_0/|\nabla\psi|\), and the relative dilation is, to leading order,

\[
1-|\nabla\psi|=1-\sqrt{(1-u_x)^2+u_y^2}\simeq u_x-\tfrac12u_y^2 .
\]

Subscripts denote derivatives. Here \(u_x\) and \(u_y^2\) count as equally small, and their products are dropped. With a bending cost, the energy per film area is

\[
F=\frac B2\left(u_x-\frac{u_y^2}{2}\right)^2+\frac K2u_{yy}^2,\qquad \lambda=\sqrt{K/B}.
\]

\(B\) and \(K\) are the compression and bending moduli, and \(\lambda\) is the penetration length.

**Q.** Why keep \(u_y^2/2\)? It looks like a small correction.

**A.** It carries the instability. If walls tilt by \(\theta\simeq u_y\) while their spacing along \(x\) stays the same, their perpendicular spacing shrinks by the factor \(\cos\theta\simeq1-u_y^2/2\). A stack that is too widely spaced can therefore relieve its dilation by tilting.

Hold two outer walls straight and fixed at \(x=0\) and \(x=L\), with a fixed number of walls between them. Let the period exceed \(a_0\) by the relative amount \(\gamma=(a-a_0)/a_0\), and write \(u=\gamma x+v\), with \(v=0\) at both ends. Then

\[
\left(\gamma+v_x-\tfrac12v_y^2\right)^2
=\gamma^2+2\gamma v_x-\gamma v_y^2+v_x^2+\dots,
\]

where the dots are of third order and higher in \(v\). The linear term integrates to zero because \(v\) vanishes at both ends. To second order the energy change is

\[
\Delta E=\frac12\int\left(Bv_x^2-B\gamma v_y^2+Kv_{yy}^2\right)dx\,dy .
\]

For \(\gamma<0\), a compressed stack, every term is non-negative and there is no undulation. For \(\gamma>0\) the middle term favours tilt.

**Q.** Does "clamped" also require a condition on the slope at the outer walls?

**A.** No. The energy contains only a first derivative in \(x\), so fixing \(v\) is enough. Since the outer walls are straight, \(v_y=0\) there as well.

Different wave numbers \(q\) along \(y\) decouple, because the coefficients do not depend on \(y\). Take \(v=w(x)\cos qy\) and expand \(w=\sum_m w_m\sin(m\pi x/L)\). Orthogonality gives

\[
\int_0^L w_x^2\,dx=\frac L2\sum_m\left(\frac{m\pi}{L}\right)^2w_m^2
\ \ge\ \left(\frac{\pi}{L}\right)^2\int_0^Lw^2\,dx ,
\]

with equality for \(m=1\). The most dangerous shape is thus \(v=U\sin(kx)\cos(qy)\), with \(k=\pi/L\). Averaging each squared sine or cosine to one half, the energy per area is

\[
\frac{\Delta E}{\text{area}}=\frac{U^2}{8}\left(Bk^2-B\gamma q^2+Kq^4\right).
\]

It is negative when

\[
\gamma>\frac{k^2}{q^2}+\lambda^2q^2
=\left(\frac kq-\lambda q\right)^2+2k\lambda .
\]

The square vanishes at \(q^2=k/\lambda\). The lowest threshold is therefore

\[
\boxed{\gamma_c=\frac{2\pi\lambda}{L}},\qquad
q_c=\sqrt{\frac{\pi}{\lambda L}},\qquad
\Lambda_c=\frac{2\pi}{q_c}=2\sqrt{\pi\lambda L}.
\]

At \(q_c\), compression and bending each supply half of the threshold. Long undulations compress the layers too much for the tilt they gain, while short ones bend them too much.

**Q.** Is \(\gamma_c\) a length or a relative change?

**A.** It is a relative change of period. The total stretch is \(\gamma_cL=2\pi\lambda\), which does not depend on stack width. The formula requires \(\lambda\ll L\), so that \(\gamma_c\) is small, and an undulation wavelength well above the stripe period.

Two limits show what the geometry does. If all walls, including the outer ones, could meander together, then \(k=0\) and the condition would be \(\gamma>\lambda^2q^2\), which tends to zero for long waves. The straight outer walls exclude that motion. If instead the pattern repeats along \(y\) over a length \(\ell<\Lambda_c\), the smallest allowed nonzero wave number is \(q=2\pi/\ell>q_c\), and the threshold rises to \(k^2/q^2+\lambda^2q^2\) at that \(q\).

**Q.** So far \(\lambda\) is a free parameter. Can it be found for ferroelectric stripes?

**A.** Yes, for thin walls in a film that is thick compared with the depth of the stray field. I use Gaussian units. The film has thickness \(h\), spontaneous polarization \(\pm P\), wall energy \(\sigma\) per wall area, in-plane permittivity \(\varepsilon_a\) and normal permittivity \(\varepsilon_c\). Identical media of permittivity \(\varepsilon_o\) lie above and below.

A surface-charge wave \(\pm\sigma_q\) on the two faces gives a potential proportional to \(\sinh\kappa z\) inside, with \(\kappa=q\sqrt{\varepsilon_a/\varepsilon_c}\), and one decaying as \(e^{-qd}\) at distance \(d\) outside. With surface potential \(\phi_q\), Gauss's law gives

\[
\left[\varepsilon_oq+\varepsilon_c\kappa\coth(\kappa h/2)\right]\phi_q=4\pi\sigma_q .
\]

Since \(\varepsilon_c\kappa=q\sqrt{\varepsilon_a\varepsilon_c}\), and the hyperbolic cotangent tends to one in a thick film,

\[
\phi_q=V(q)\sigma_q,\qquad V(q)=\frac Cq,\qquad
C=\frac{4\pi}{\varepsilon_o+\sqrt{\varepsilon_a\varepsilon_c}} .
\]

Each face contributes \(\tfrac12\sigma_q\phi_q\), so the two together give \(|\sigma_q|^2V(q)\) per area for each Fourier component.

A square wave of period \(a\) has components \(|c_n|=2/(\pi|n|)\) at \(G_n=2\pi n/a\), for odd \(n\) of both signs. Its electrostatic energy is

\[
P^2\sum_n\frac{4}{\pi^2n^2}\,\frac{Ca}{2\pi|n|}
=\frac{4P^2Ca}{\pi^3}\sum_{n=1,3,\dots}\frac1{n^3}
=\beta a,\qquad \beta=\frac{7\zeta(3)}{2\pi^3}P^2C,
\]

because the odd sum is \(7\zeta(3)/8\). Two walls per period cost \(\alpha/a\), with \(\alpha=2\sigma h\). Hence

\[
f(a)=\frac{\alpha}{a}+\beta a,\qquad
a_0=\sqrt{\frac{\alpha}{\beta}},\qquad
B=a_0^2f''(a_0)=\frac{2\alpha}{a_0}=2\beta a_0 .
\]

**Q.** And the bending modulus? Walls have tension, which should give a \(q^2\) cost, not \(q^4\).

**A.** The tension is cancelled by the electrostatic energy at \(a_0\). Let all walls meander as \(u=U\cos ky\), where \(k\) is now a wave number along \(y\), and assume that each wall stays straight through the film thickness. Each component becomes

\[
e^{-iG_nU\cos ky}\simeq1-iG_nU\cos ky-\tfrac12G_n^2U^2\cos^2ky .
\]

The squared weight of the original component falls to \(1-G_n^2U^2/2\), and two sidebands at \(\pm k\) gain \(G_n^2U^2/4\) each. Since \(|c_n|^2G_n^2=16/a^2\), the electrostatic change per area is

\[
\frac{8P^2U^2}{a^2}\sum_n\left[V\!\left(\sqrt{G_n^2+k^2}\right)-V(|G_n|)\right],
\]

\[
V\!\left(\sqrt{G^2+k^2}\right)-V(|G|)=C\left(-\frac{k^2}{2|G|^3}+\frac{3k^4}{8|G|^5}-\dots\right).
\]

The sums over both signs are

\[
\sum_n\frac1{|G_n|^3}=\frac{7\zeta(3)a^3}{32\pi^3},\qquad
\sum_n\frac1{|G_n|^5}=\frac{31\zeta(5)a^5}{512\pi^5}.
\]

The \(k^2\) part is therefore \(-\beta a\,k^2U^2/4\). The extra wall length is \(\langle u_y^2\rangle/2=k^2U^2/4\) per unit length, which costs \((\alpha/a)k^2U^2/4\). Together they give

\[
\frac{k^2U^2}{4}\left(\frac\alpha a-\beta a\right)
=-\frac{k^2U^2}{4}\,a f'(a)\simeq-\frac{B\gamma k^2U^2}{4}.
\]

This vanishes at \(a_0\), and for a dilated pattern it is the destabilizing term of the smectic energy. Matching the \(k^4\) part to \(\tfrac12K\langle u_{yy}^2\rangle=Kk^4U^2/4\) gives

\[
K=\frac{93\zeta(5)}{128\pi^5}P^2Ca_0^3,\qquad
\frac{\lambda}{a_0}=\sqrt{\frac{93\zeta(5)}{896\pi^2\zeta(3)}}\simeq0.0952 .
\]

Wall energy, polarization, thickness and permittivities affect \(\lambda\) through \(a_0\) alone in this model of walls that do not bow through the thickness. With \(L\simeq Na_0\) for \(N\) periods,

\[
\gamma_c\simeq\frac{0.598}{N} .
\]

The total stretch at threshold is about 0.6 of a period.

**Q.** You moved neighbouring walls together and assumed a smooth sine across the stack. Real walls are discrete and interact at long range.

**A.** That can be tested by letting every wall between the clamps meander independently, with the full \(C/q\) interaction, while the pattern beyond the clamps continues as straight, frozen walls. The critical dilation is then found from the lowest eigenvalue of the wall stiffness matrix. The product \(N\gamma_c\) comes out as 0.5927, 0.5958 and 0.5973 for 40, 80 and 160 periods; truncation of the harmonic sum leaves the last digit uncertain by about one unit, and by about two in the extrapolated value. Extrapolating the last two linearly in \(1/N\) gives 0.5987, against 0.5985 from the continuum formula. At 40 periods the continuum value is about 1% too high relative to the wall model.

**Q.** Would the stack not simply insert another stripe pair?

**A.** It would gain energy by doing so before it undulates. Straight patterns with \(N\) and \(N+1\) periods in the same \(L\) have equal energy when

\[
\frac{\alpha}{a_1}+\beta a_1=\frac{\alpha}{a_2}+\beta a_2
\quad\Rightarrow\quad a_1a_2=\frac\alpha\beta=a_0^2 .
\]

With \(a_1=L/N\) and \(a_2=L/(N+1)\), this gives \(a_1/a_0=\sqrt{1+1/N}\), or \(\gamma\simeq1/(2N)\). That lies below \(0.598/N\). The undulation threshold is thus where straight stripes cease to be a local minimum, and it can be reached if insertion is blocked by a nucleation barrier. The quadratic energy does not give the amplitude beyond threshold, nor does it exclude a finite distortion of lower energy below it.

**Q.** Put numbers to it.

**A.** Take rough values in the regime of a lead titanate film between strontium titanate layers: \(P=70\ \mu\text{C/cm}^2\), \(\sigma=150\ \text{mJ/m}^2\), \(h=30\) nm, \(\varepsilon_a=120\), \(\varepsilon_c=50\), \(\varepsilon_o=300\), and \(N=40\). The coupling is

\[
C=\frac{4\pi}{300+\sqrt{120\times50}}=0.0333 .
\]

In Gaussian units \(P=2.10\times10^5\ \text{statC/cm}^2\), so \(\alpha=9.0\times10^{-4}\) erg/cm and \(\beta=1.99\times10^8\ \text{erg/cm}^3\). Their ratio gives \(a_0=21.3\) nm. The moduli are \(B=846\ \text{mJ/m}^2\) and \(K=21.7\) eV. Then

\[
\lambda=0.0952\times21.3\ \text{nm}=2.03\ \text{nm},\qquad
L=40\times21.27\ \text{nm}=851\ \text{nm},
\]

\[
\gamma_c=\frac{2\pi\times2.03}{851}=1.50\%,\qquad
\Lambda_c=2\sqrt{\pi\times2.03\times851}\ \text{nm}=147\ \text{nm}.
\]

The total stretch is 12.7 nm. The clamps need not move: the preferred period can shrink instead. Since \(a_0^2\propto\sigma\) at fixed \(P\), \(h\) and permittivities, a fall in wall energy of \(1-1/(1.015)^2\simeq2.9\%\) reaches the threshold at fixed \(L\) and \(N\). For this stack the wall model gives 1.48%, while an extra period already pays at 1.24%.

**Q.** A crystal has preferred wall directions. Does your free rotation survive?

**A.** Not fully, and the threshold is sensitive to this. Let the stripes lie along a direction of lowest wall energy, with \(\sigma(\theta)=\sigma(1+A\theta^2/2)\). Tilt then adds

\[
\frac{\alpha}{a_0}\,\frac{A u_y^2}{2}=\frac{AB}{4}u_y^2
\]

to the energy density, because \(\alpha/a_0=B/2\). Compared with \(-B\gamma u_y^2/2\), this replaces \(\gamma\) by \(\gamma-A/2\), so that

\[
\gamma_c=\frac{2\pi\lambda}{L}+\frac A2 .
\]

In the example \(A=3.0\%\) doubles the threshold. For \(A=10\%\) the wall model gives 6.4%.

**Q.** Should I expect to see this in an actual film?

**A.** Not from these numbers alone, chiefly because of pinning. At threshold the undulating force per film area is \(B\gamma_cq_c^2u\). Multiplying by the wall spacing \(a_0/2\) and dividing by \(h\) gives a wall pressure, which a field \(E\) matches when it equals \(2PE\). For \(u=1\) nm this field is 58 V/cm, whereas coercive fields of ferroelectric films can reach 0.1 MV/cm or more. If pinning were that strong for such a displacement, the net force, proportional to \(\gamma-\gamma_c\), could overcome it only at a dilation far outside this theory. The ideal threshold therefore applies to walls that are free to move, with nearly isotropic energy.

The electrical assumptions are also strained. The model's field components normal to the surface are 2.1 MV/cm just inside the cladding and 3.2 MV/cm just inside the film, high enough to make breakdown and leakage a concern. The tangential component at the surface grows logarithmically towards each wall, reaching about 2.5 MV/cm at 1 nm from it and 3.5 MV/cm at 0.5 nm. The peak-to-peak surface potential, 1.65 V, remains below the roughly 3 V that corresponds to the band gaps of these oxides. The field lowers the polarization near the surface by about 20% in linear response, so that response is only a rough description. A cladding permittivity of 300 is also too high for strontium titanate in so strong a field. Halving it shortens the period to 16.5 nm and raises the two fields to 3.5 and 5.4 MV/cm, where linear response is poorer still. Within the model of walls that do not bow, the critical dilation at fixed \(N\) stays the same; at fixed \(L\) it falls in proportion to the period, to about 1.2%.

Three other omissions are small here. In the smectic estimate, thermal motion at 300 K displaces a wall at mid-stack by about 0.14 nm rms in the undilated pattern. Real walls can also bow through the film thickness, which makes them easier to bend: this lowers the threshold by about 3% here, and by about 8% in a film of 60 nm with the other inputs unchanged. With the cladding permittivity halved, the drop in the 30 nm film is about 11% and no longer small. The thick-film form changes the leading harmonic's coupling by less than one part in a million. At the undulation wave number it is off by about 6%, yet the full form moves the wall-model threshold only from 1.482% to 1.480%. Wall width matters little too, although a wall about 1 nm wide occupies some 9% of a domain width. A polarization profile \(\tanh(x/\delta)\) with \(2\delta=1\) nm multiplies each \(c_n\) by \(s_n/\sinh s_n\), where \(s_n=\pi G_n\delta/2\), and this lowers \(\lambda/a_0\) by about 1%. The remaining values are in the numerical output.

## Table of computed values

```
GENERAL RESULTS
penetration length / period: 0.09525
critical dilation x number of periods: 0.5985
bending modulus, pattern / formula: 1.0008
compression modulus, wave / formula: 1.00006
wall model, 40 periods, dilation x periods: 0.5927
wall model, 80 periods, dilation x periods: 0.5958
wall model, 160 periods, dilation x periods: 0.5973
wall model extrapolated to wide stack: 0.5987
INPUTS (rough values)
polarization: 70 uC/cm2
wall energy: 150 mJ/m2
film thickness: 30 nm
permittivities in-plane, normal, cladding: 120, 50, 300
periods between clamped walls: 40
EXAMPLE
surface coupling C: 0.03329
equilibrium period: 21.27 nm
stack width: 850.8 nm
compression modulus B: 846.3 mJ/m2
bending modulus K: 21.68 eV
penetration length: 2.026 nm
critical dilation: 1.496 %
critical total stretch: 12.73 nm
undulation wavelength: 147.2 nm
fall in wall energy that reaches it: 2.93 %
LIMITS AND NEGLECTED EFFECTS
wall-model critical dilation, same stack: 1.482 %
wall-model undulation wavelength: 145.4 nm
dilation where one more period pays: 1.242 %
stiffness excess that doubles threshold: 2.99 %
wall-model threshold at 10 % stiffness excess: 6.44 %
field equal to undulation force at 1 nm: 58.4 V/cm
thermal rms wall displacement at 300 K: 0.142 nm
thick-film error of first harmonic: 4.5e-07
wall width (1 nm, rough) / domain width: 0.094
surface field in cladding: 2.09 MV/cm
surface field in film: 3.24 MV/cm
peak-to-peak surface potential: 1.65 V
polarization loss at surface: 20.1 %
period with cladding permittivity halved: 16.51 nm
```
